The worst correlation length for roughness scattering in a two-dimensional channel

**Problem**

Electrons of mass m fill one isotropic parabolic subband of a two-dimensional channel at zero temperature, up to the Fermi wavenumber kF. The interface height h(r) varies randomly about zero mean, with

⟨h(r)h(0)⟩ = Δ² exp(−r²/Λ²).

Δ is the rms height and Λ the correlation length. The height acts on the electrons through the potential V(r) = F h(r), where F is an energy per length that depends neither on momentum nor on Λ. Screening is ignored, scattering is treated in the Born approximation, and electrons keep their spin and valley.

At fixed kF, F and Δ, for which value of kFΛ is the transport scattering rate largest? Is there more than one maximum? Apply the result to an electron channel at a silicon-oxide interface.

**A tempting solution**

The Born rate for a momentum transfer ħq is proportional to the power spectrum of the roughness,

S(q) = ∫ ⟨h(r)h(0)⟩ exp(−iq·r) d²r.

The integral factorizes into two Cartesian ones. Completing the square in each gives

∫ exp(−x²/Λ² − iqₓx) dx = √π Λ exp(−qₓ²Λ²/4),

so that

S(q) = πΔ²Λ² exp(−q²Λ²/4).

Current is lost most effectively when an electron is turned back, which requires q = 2kF. One therefore takes the rate to be proportional to

S(2kF) = πΔ²Λ² exp(−kF²Λ²).

The logarithmic derivative with respect to Λ is 2/Λ − 2kF²Λ. It vanishes at kFΛ = 1, which is offered as the answer.

**Where the fault lies**

The spectrum is correct, and so is the statement that a reversal costs the most momentum. The fault is the step from "most effective per event" to "the only event that counts". To see what that step does, we need the full rate.

For plane waves normalized in an area A, the matrix element of V between k and k' is (F/A)∫h exp(−iq·r)d²r, with q = k' − k. Its averaged square contains a double integral of ⟨h(r)h(r')⟩, which depends only on r − r'. One integration gives A and the other gives S(q), so the averaged square is F²S(q)/A. The golden rule then gives the transition rate

W(k,k') = (2π/ħ) [F²S(q)/A] δ(E' − E).

Let f be the occupation, f₀ its equilibrium value and G = f − f₀. Since W is symmetric, the Pauli factors cancel: W[f'(1−f) − f(1−f')] = W(f' − f). For electrons of charge −e in a weak field ℰ along x, the steady Boltzmann equation is

−(eℰ/ħ) ∂f₀/∂kₓ = Σ W(k,k') [G(k') − G(k)].

The left side equals −(eℰħk/m)(df₀/dE) cosφ, where φ is the direction of k. Try G = G₁(k) cosφ. A scattering by the angle θ replaces cosφ by cosφ cosθ − sinφ sinθ. The sine term cancels in the sum because W is even in θ. The right side becomes −G₁ cosφ/τ, with

1/τ = Σ W(k,k') (1 − cosθ).

The trial form therefore solves the equation, with G₁ = (eℰħkτ/m) df₀/dE. At zero temperature df₀/dE = −δ(E − EF), so only τ at the Fermi energy matters.

For the sum over k', use Σ → A∫d²k'/(4π²) and d²k' = (m/ħ²) dE' dθ. The delta function removes the energy integral:

ħ/τ = (mF²/2πħ²) ∫ S(q)(1 − cosθ) dθ, θ from 0 to 2π.

On the Fermi circle q² = 2kF²(1 − cosθ). With the abbreviations

u = 1 − cosθ, a = kF²Λ²/2,

the exponent q²Λ²/4 becomes au, and

ħ/τ = (mF²Δ²Λ²/2ħ²) ∫ u exp(−au) dθ.

Insert Λ² = 2a/kF² and ħ²kF²/m = 2EF. The prefactor becomes F²Δ²a/(2EF), so

ħ/τ = π [(FΔ)²/EF] g(a), g(a) = (a/2π) ∫ u exp(−au) dθ.

The tempting solution sets u = 2 in the exponential for every event. To see the consequence, differentiate the true g:

d ln g/da = 1/a − ⟨u⟩, ⟨u⟩ = ∫u² exp(−au)dθ / ∫u exp(−au)dθ.

Here ⟨u⟩ is the mean of 1 − cosθ over scattering events, each weighted by its contribution to momentum loss. A maximum requires a⟨u⟩ = 1. Putting ⟨u⟩ = 2 gives a = 1/2 and kFΛ = 1, as above. But u reaches 2 only at θ = π, so the true mean is smaller than 2 and the true maximum lies at a > 1/2, that is, at kFΛ > 1.

The shortcut does more harm at long correlation lengths. It replaces g by a exp(−2a), which at kFΛ = 5 is 12.5 exp(−25) ≈ 2×10⁻¹⁰. The true value is 0.058. Smooth roughness hardly reverses an electron in one event, but it still turns electrons through small angles, and these deflections add up.

**Solution: the angular integral**

The modified Bessel functions needed here are

I₀(a) = (1/2π)∫exp(a cosθ)dθ, I₁(a) = (1/2π)∫cosθ exp(a cosθ)dθ.

Since exp(−au) = exp(−a) exp(a cosθ), the integral is a difference of the two:

g(a) = a exp(−a) [I₀(a) − I₁(a)].

This formula for the rate was tested against a direct golden-rule sum over plane waves. The wavevector grid had a step of 0.01 kF, and the energy delta function was replaced by a Gaussian of standard deviation 0.06 EF. At kFΛ = 1.3 the ratio of sum to formula was 1.0007.

Two limits show why there is a maximum. For a → 0, I₀ → 1 and I₁ → 0, hence

g → a = (kFΛ)²/2.

The roughness then looks like white noise to the electrons: all angles are equally likely, and the strength S grows as Λ².

For a → ∞ only small angles survive, where u ≈ θ²/2. The limits of integration may be extended to infinity, and ∫θ² exp(−aθ²/2)dθ = √(2π) a^(−3/2). Therefore

g → (a/4π) √(2π) a^(−3/2) = 1/[2√(2πa)] = 1/(2√π kFΛ).

The factors of this law can be read off. The spectrum contributes Λ², the range of angles shrinks as 1/Λ, and the momentum lost per event shrinks as 1/Λ². The product falls as 1/Λ. At kFΛ = 5 the law gives 0.056, against 0.058 from the full expression.

Since g is positive and vanishes at both ends, it has at least one maximum.

**Solution: the position of the maximum**

Differentiating under the integral gives I₀' = I₁. For the other derivative,

I₁' = (1/2π)∫cos²θ exp(a cosθ)dθ = I₀ − (1/2π)∫sin²θ exp(a cosθ)dθ.

In the last integral write sinθ exp(a cosθ) = −(1/a) d[exp(a cosθ)]/dθ and integrate by parts. The boundary term vanishes by periodicity, and what remains is I₁/a. Hence

I₁' = I₀ − I₁/a.

The product rule now gives

g' = exp(−a) [(1 − a)(I₀ − I₁) + a(I₁ − I₀ + I₁/a)].

Collecting terms, I₀ has the coefficient 1 − a − a = 1 − 2a, and I₁ has −1 + a + a + 1 = 2a:

g' = exp(−a) [(1 − 2a)I₀ + 2aI₁].

The condition g' = 0 is therefore

I₁(a)/I₀(a) = 1 − 1/(2a).

Its numerical root is a* = 0.7900. There I₀ = 1.1622 and I₁ = 0.4266; their ratio is 0.3671, and the right side is 1 − 1/1.5800 = 0.3671. The rate is largest at

kFΛ* = √(2a*) = 1.257 ≈ 1.26.

At the maximum I₀ − I₁ = I₀/(2a*), so the height simplifies to

g* = exp(−a*) I₀(a*)/2 = 0.2637,

and the largest rate at given kF is

(ħ/τ)max = πg* (FΔ)²/EF = 0.829 (FΔ)²/EF.

The condition a⟨u⟩ = 1 gives a second reading. At the maximum ⟨u⟩ = 1/0.790 = 1.27, so the mean cosine of the scattering angle, weighted by momentum loss, is −0.27. This mean does not single out one angle. The momentum loss per unit angle, proportional to u exp(−a*u), varies by only about 12% between 75° and 180°. Reversal contributes, but so do all the other large angles.

**Solution: no second maximum**

Let r = I₁/I₀ and w = 2a(1 − r). Then

g' = exp(−a) I₀ (1 − w),

and every stationary point is a point where w = 1. For a > 0 the ratio lies between 0 and 1. Indeed I₀ − I₁ is the integral of u exp(a cosθ)/2π, which is positive, and I₁ is positive because the forward angles carry the larger exponential.

From the two Bessel derivatives,

r' = I₁'/I₀ − I₁I₀'/I₀² = 1 − r/a − r².

Therefore

w' = 2(1 − r) − 2a(1 − r/a − r²) = 2 − 2a(1 − r²) = 2 − w(1 + r).

Where w = 1 this slope is 1 − r > 0. The function w can thus cross 1 only upward, and a continuous function cannot do that twice without a downward crossing in between. So g' changes sign once, from positive to negative, and the maximum is unique.

**What the maximum depends on**

The factor 1 − cosθ is essential. The total scattering rate, which counts all events equally, has a exp(−a)I₀ in place of g. Its derivative is

exp(−a)[(1 − a)I₀ + aI₁] = exp(−a) I₀ (1 − w/2).

Now w starts at 0, and at w = 2 its slope would be 2 − 2(1 + r) = −2r < 0. It cannot reach 2 from below with a negative slope, so w < 2 throughout, and the total rate rises steadily with Λ. Longer correlations cause more scattering in this model, but the average event relaxes less momentum as Λ grows, and beyond kFΛ = 1.26 this loss outweighs the gain in number.

The variable that is changed also matters. At fixed Λ and F, the rate depends on kF through

∫ u exp(−au) dθ,

which decreases as a increases, since each exponential does. A scan of density at fixed Λ and F therefore shows a steady fall of the rate, with no peak. In a gated channel F itself changes with density, which is a separate effect.

Finally, the number belongs to the stated form of the correlation. If it is written exp(−r²/2L²), then Λ = √2 L and the same maximum lies at kFL = 0.889. A correlation function that is not Gaussian has a different spectrum, and the value 1.26 does not carry over to it.

**A silicon channel at 4 K**

Consider an electron inversion layer at a (100) silicon-oxide interface. The inputs are rough typical values: electron density n = 5×10¹² cm⁻², depletion charge density N = 1×10¹² cm⁻², and Δ = 0.3 nm. The two lowest valleys have an isotropic in-plane mass of 0.19 m₀ and a mass of 0.916 m₀ normal to the interface.

The coupling F follows from a hard wall at z = h. Let U(z) be the confining potential energy and ψ(z) the real ground state. In the shifted coordinate z − h the wall is at rest, and to first order the potential gains hU'. The in-plane kinetic energy also gains first-order terms containing ∂/∂z, but their diagonal element is proportional to ∫ψψ'dz = [ψ²/2], which vanishes at both ends. Within the subband, with U held fixed,

F = ⟨U'⟩

for every q. By Gauss's law U'(z) = (e²/ε)[N + nT(z)], where ε is the permittivity of silicon and T(z) is the fraction of electrons beyond z. The depletion charge is taken to lie behind the electrons. Since T' = −ψ², the mean of T is −∫TT'dz = T(0)²/2 = 1/2. Thus

F = e²(N + n/2)/ε.

With relative permittivity 11.7 and N + n/2 = 3.5×10¹² cm⁻², this is 54.1 meV/nm, an effective field of 0.541 MV/cm. Moving the wall numerically in a self-consistent Hartree well, with the potential frozen, gives the same 54.1 meV/nm.

Two spin states and two valleys give n = 2·2·πkF²/(4π²) = kF²/π. Hence

kF = √(π × 0.05 nm⁻²) = 0.396 nm⁻¹, EF = ħ²kF²/2m = 31.5 meV.

The most harmful correlation length is

Λ* = 1.257/0.3963 nm⁻¹ = 3.17 nm.

With FΔ = 54.13 × 0.3 = 16.24 meV, the rate there is

ħ/τ = 0.829 × (16.24 meV)²/(31.5 meV) = 6.94 meV.

This means τ = 95 fs and a mobility eτ/m of 878 cm²/Vs. (The mobility has this form because G is, to first order, a shift of the whole Fermi disc by the momentum −eℰτ.)

At fixed density, F and Δ, the Born formula gives these mobilities:

Λ = 1 nm: 3316 cm²/Vs
Λ = 2 nm: 1166 cm²/Vs
Λ = 5 nm: 1227 cm²/Vs
Λ = 10 nm: 3085 cm²/Vs
Λ = 20 nm: 6430 cm²/Vs

From 10 to 20 nm the mobility roughly doubles, as the 1/Λ law for the rate requires. The maximum of the rate is broad: g stays above 90% of its peak for kFΛ between 0.96 and 1.62, here from 2.4 to 4.1 nm. The tempting answer, Λ = 1/kF = 2.5 nm, falls inside this range, so the true rate there is within 10% of its maximum. At Λ = 10 nm, however, kF²Λ² = 15.7, and the shortcut gives a rate of π × 8.37 meV × 7.85 exp(−15.7) ≈ 3×10⁻⁵ meV. The integral gives 1.98 meV, larger by a factor of about 60 000.

**How far the model reaches**

Correlation lengths quoted for silicon-oxide interfaces are roughly 1 to 3 nm, and rms heights are a few tenths of a nanometre. At the density of the example and at 4 K, this range lies mostly on the rising side of the curve. The same holds for the exponential correlation exp(−√2 r/Λ), which is often used for measured interfaces: its unscreened peak lies at kFΛ = 1.54, or Λ = 3.9 nm. On the rising side the model says that a longer correlation length at fixed height, density and F lowers the mobility. The assumption that real channels break most strongly, among those sized here, is the absence of screening. Static linear screening, with the computed electron profile and the dielectric contrast at the interface, reduces the rate at Λ* to 0.167 of its unscreened value. The mobility of 878 cm²/Vs is therefore not a prediction for a device.

Screening moves the peak much less, to kFΛ = 1.14 or Λ = 2.9 nm. The direction follows from a⟨u⟩ = 1. The screened integrand carries an extra factor that grows with q, because screening is strongest at small q. This shifts weight to larger angles and raises ⟨u⟩, so at the old maximum 1/a − ⟨u⟩ is negative and the rate is already falling.

Temperature is harmless at 4 K, where kT/EF = 0.011 and the mobility is 879 cm²/Vs. At 300 K, kT/EF = 0.82 and the gas is no longer degenerate. Thermal averaging at fixed density, within one subband and without screening, gives 3054 cm²/Vs at the same Λ, and the lowest mobility moves to Λ = 1.95 nm. This lies inside the quoted range of correlation lengths, so at room temperature a longer Λ within that range need not lower the mobility. The rise has the sign expected from the fall of the rate with k at fixed Λ, since heating gives more weight to fast electrons. It describes roughness alone: phonons are left out, and at 300 K the higher subbands would also be occupied.

At 4 K those subbands are empty. In the Hartree well the next subband lies 52.9 meV above the lowest, and the remaining valleys start at 52.8 meV; both exceed EF. These values are for a hard wall. With a barrier of 3 eV and an oxide mass of 0.5 m₀, the gap to the other valleys drops to about 43 meV, still above EF, and the mean electron depth shrinks by about 0.1 nm. Image and exchange-correlation potentials are not included in these gaps.

At Λ* the Born approximation is reasonable but not excellent: ħ/(τEF) = 0.22, and kF times the mean free path is 9.1. The expansion in h is of similar quality, with an rms interface slope of 0.19 at Λ* and a height Δ that is about a fifth of the mean electron depth of 1.54 nm.

At longer Λ the picture of separate weak scattering events fails, although the transport rate falls. The total scattering rate, which has a exp(−a)I₀ in place of g, keeps growing. Multiplied by ħ, it is 0.35 EF at Λ*, 0.95 EF at 10 nm and 1.9 EF at 20 nm. This alone need not spoil the transport rate. The 1/Λ law can be written 1/τ = √π (FΔ)² vF/(4EF²Λ), with vF = ħkF/m. It contains no ħ and is also the classical result for many small deflections, which requires FΔ ≪ EF. Here FΔ/EF = 0.52, and classical trajectories in a smooth random potential of this strength relax their momentum in a time roughly a third shorter than the law gives. The mobilities listed for 10 and 20 nm are therefore extrapolations of the formula and are not reliable to the digits shown.

A less visible assumption concerns F. The term proportional to n supplies 71% of it. The direct forces of the electrons on one another average to zero, so this term stems from the countercharge on the gate and from the polarization of the silicon-oxide interface. The whole potential was held fixed while the wall moved. In a real channel the dielectric boundary moves with the wall. Even with all charges frozen, this adds (e²/ε)κ(N + n)A(q) to the coupling. Here κ = (ε − εox)/(ε + εox) = 0.5, with εox the oxide permittivity, and A(q) = ∫ψ² exp(−qz)dz. If the electron charge follows the wall, its image charge subtracts a smaller term, (e²/ε)κ nA(q)²/2. Together these raise the unscreened rate at Λ* by a factor of about 1.7 and move the peak only to kFΛ = 1.29. With screening the peak lies at 1.15, and the rate at Λ* is 0.28 of the constant-F unscreened value instead of 0.167. Charged impurities are also left out.

The oxide field is 2.8 MV/cm, below the rough breakdown value of 10 MV/cm. With a barrier of about 3 eV, this field brings the barrier down to the electron's energy after about 11 nm of oxide. If the oxide is at least that thick and the oxide mass is about 0.5 m₀, the tunnelling probability through the tilted barrier is of order exp(−90), and leakage by this route is negligible. A thinner oxide leaks more.

Table of computed values

```
a at peak: 0.78998
I0, I1 at peak: 1.16221, 0.42661
kF*L at peak: 1.25696
g at peak: 0.26374; pi*g: 0.82855
kF*L where g is 90% of peak: 0.959 and 1.618
kF*L at peak for exp(-r^2/2L^2): 0.8888
g at kF*L = 0.5: 0.10384
g at kF*L = 1.0: 0.24431
g at kF*L = 2.0: 0.18648
g at kF*L = 5.0: 0.05826
plane-wave sum / formula: 1.00070
Silicon channel, inputs:
in-plane mass 0.19 m0, valleys 2
normal mass 0.916 m0; other valleys 0.19 m0
electron density: 5.00e+12 cm^-2
depletion density: 1.00e+12 cm^-2
rms height: 0.3 nm
relative permittivity Si, oxide: 11.7, 3.9
Results:
kF: 0.3963 nm^-1
EF: 31.50 meV
coupling F: 54.13 meV/nm
effective field F/e: 0.541 MV/cm
coupling from moved wall: 54.13 meV/nm
F times rms height: 16.24 meV
L at peak: 3.171 nm
hbar/tau at peak: 6.937 meV
tau at peak: 94.9 fs
mobility at peak: 878 cm2/Vs
L=1 nm: hbar/tau 1.838 meV, mobility 3316 cm2/Vs
L=2 nm: hbar/tau 5.225 meV, mobility 1166 cm2/Vs
L=5 nm: hbar/tau 4.967 meV, mobility 1227 cm2/Vs
L=10 nm: hbar/tau 1.975 meV, mobility 3085 cm2/Vs
L=20 nm: hbar/tau 0.948 meV, mobility 6430 cm2/Vs
Neglected effects:
screening wavenumber: 1.841 nm^-1
dielectric function at 2kF: 1.987
screened/unscreened rate at L peak: 0.1671
screened peak: L 2.869 nm, kF*L 1.137
kT/EF at 4 K, 300 K: 0.0109, 0.821
mobility at 4 K, 300 K: 879, 3054 cm2/Vs
L of lowest mobility at 300 K: 1.95 nm
gap to next subband: 52.9 meV
gap to other valleys: 52.8 meV
mean electron depth: 1.54 nm
hbar/(tau EF) at peak: 0.220
kF times mean free path: 9.08
rms interface slope at L peak: 0.189
own-charge share of F: 0.714
oxide field: 2.78 MV/cm
rough barrier 3.0 eV, oxide mass 0.5 m0
tunnelling exponent: 90.2
```
